Cartesian form of the Wigner symbols (1 1 0), (1 1 1), (1 1 2)

**Problem**

A Wigner 3j symbol couples three sets of spherical components to a rotational scalar. When the sets belong to ordinary vectors, the same scalar can be written with Cartesian components, and the symbol becomes a Cartesian tensor.

Let x, y, z be the Cartesian unit vectors, and take the spherical unit vectors

e₊ = −(x + iy)/√2,  e₀ = z,  e₋ = (x − iy)/√2,

labelled by m = +1, 0, −1. The spherical components of a real vector a are a_m = e_m·a, without complex conjugation. For a symmetric traceless tensor Q, the five components Q_M are formed by coupling two unit vectors to angular momentum 2:

Q_M = Σ_kl E^M_kl Q_kl,  E^M = Σ_{mm'} ⟨1m 1m'|2M⟩ e_m e_m'.

Here e_m e_m' is the dyad with elements (e_m)_k (e_m')_l. Clebsch–Gordan coefficients have Condon–Shortley phases. Consider the three sums over all magnetic indices

S₀ = Σ (1 1 0; m₁ m₂ 0) a_m₁ b_m₂
S₁ = Σ (1 1 1; m₁ m₂ m₃) a_m₁ b_m₂ c_m₃
S₂ = Σ (1 1 2; m₁ m₂ M) a_m₁ b_m₂ Q_M.

(a) Show that their Cartesian coefficients are proportional to the Kronecker delta δ_ij, the Levi-Civita tensor ε_ijk, and the projector on symmetric traceless tensors,

P_ij,kl = ½(δ_ik δ_jl + δ_il δ_jk) − ⅓ δ_ij δ_kl.

(b) Find the three factors, including sign and phase.

(c) Use the result to split the product a_i b_j into parts of angular momentum 0, 1 and 2.

**First estimate by scaling**

The size of the factors follows from a norm. The 3j symbol is related to the Clebsch–Gordan coefficient by

(1 1 L; m₁ m₂ m₃) = (−1)^m₃ ⟨1m₁ 1m₂|L −m₃⟩ / √(2L+1).

For fixed m₃ the squared coefficients sum to 1, since the coupled state is normalised. Each of the 2L+1 values of m₃ therefore contributes 1/(2L+1), and the squares of all entries of the symbol sum to 1. The change to Cartesian indices uses orthonormal vectors e_m and orthonormal tensors E^M. The Cartesian entries may be complex, and their squared magnitudes again sum to 1.

If a tensor of unit norm has N nonzero entries of comparable size, each has magnitude about 1/√N. Assume for the moment the tensors named in (a).

- δ_ij has 3 nonzero entries, so the estimate is 1/√3.
- ε_ijk has 6 nonzero entries, so the estimate is 1/√6.
- P_ij,kl has 3 entries of type xx,xx, 6 of type xx,yy, and 12 of types xy,xy and xy,yx. That makes 21, and the estimate is 1/√21 per entry.

The argument says nothing about signs or phases, and it treats unequal entries as equal.

**Exact solution**

*The basis.* Rotations of vectors are generated by L_k v = i k×v, where k is the unit vector of the axis. With L_± = L_x ± iL_y,

L_z(x + iy) = i(y − ix) = x + iy
L_z(x − iy) = i(y + ix) = −(x − iy)
L_+ e₀ = i(x + iy)×z = i(−y + ix) = −(x + iy) = √2 e₊
L_− e₀ = i(x − iy)×z = i(−y − ix) = x − iy = √2 e₋.

For the remaining lowering step, (x − iy)×(x + iy) = 2iz, so

L_− e₊ = −(i/√2)(2iz) = √2 e₀.

Also L_− e₋ = 0, because the cross product of parallel vectors vanishes. The e_m are therefore standard states of angular momentum 1 with the standard phases. They satisfy

e_m*·e_m' = δ_mm',  e_m* = (−1)^m e_−m.

Completeness gives a = Σ_m a_m e_m*. Taking the scalar product with b,

a·b = Σ_m a_m (e_m*·b) = Σ_m (−1)^m a_m b_−m.  (1)

In a product of two vectors, L_− acts on each factor in turn and the results are added.

*The symbol (1 1 0).* The state with L = 0 has the form α e₊e₋ + β e₀e₀ + γ e₋e₊, and L_− must annihilate it:

L_−(e₊e₋) = √2 e₀e₋
L_−(e₀e₀) = √2(e₋e₀ + e₀e₋)
L_−(e₋e₊) = √2 e₋e₀.

The coefficient of e₀e₋ gives α + β = 0, and that of e₋e₀ gives β + γ = 0. Normalisation and the phase rule α > 0 fix α = γ = 1/√3 and β = −1/√3. Since m₃ = 0 and 2L+1 = 1, the symbol equals the coefficient:

(1 1 0; m −m 0) = (−1)^(1−m)/√3.

Because (−1)^(1−m) = −(−1)^m, equation (1) yields

S₀ = −(1/√3) Σ_m (−1)^m a_m b_−m = −a·b/√3.

The coefficient of a_i b_j is the Cartesian tensor:

(1 1 0) → −δ_ij/√3.  (2)

*The symbol (1 1 1).* The state with L = M = 1 is a combination α e₊e₀ + β e₀e₊ annihilated by L_+. Since L_+ e₀ = √2 e₊ and L_+ e₊ = 0, this requires α + β = 0. With α > 0,

|1 1⟩ = (e₊e₀ − e₀e₊)/√2.

Lowering gives

L_−|1 1⟩ = (e₀e₀ + e₊e₋) − (e₋e₊ + e₀e₀) = e₊e₋ − e₋e₊.

This equals √2|1 0⟩, so |1 0⟩ = (e₊e₋ − e₋e₊)/√2. Lowering again,

L_−|1 0⟩ = e₀e₋ − e₋e₀ = √2|1 −1⟩,

so |1 −1⟩ = (e₀e₋ − e₋e₀)/√2. Each coefficient is now multiplied by (−1)^m₃/√3 with m₃ = −M:

(1 0 −1): −1/√6,  (0 1 −1): +1/√6
(1 −1 0): +1/√6,  (−1 1 0): −1/√6
(0 −1 1): −1/√6,  (−1 0 1): +1/√6.

Every entry is −σ/√6, where σ is the sign of the permutation that takes (1, 0, −1) to (m₁, m₂, m₃). Hence

S₁ = −D/√6,  D = Σ σ a_m₁ b_m₂ c_m₃.

D is the determinant whose rows are the spherical components of a, b, c in the order +1, 0, −1. This matrix is the matrix of Cartesian components times the transpose of U, where U has the rows e₊, e₀, e₋. Determinants multiply, so D = det U · a·(b×c). Now

e₀×e₋ = (z×x − i z×y)/√2 = (y + ix)/√2
det U = e₊·(e₀×e₋) = −½(x + iy)·(ix + y) = −½(i + i) = −i.

Therefore S₁ = −(1/√6)(−i) a·(b×c) = (i/√6) a·(b×c), and

(1 1 1) → (i/√6) ε_ijk.  (3)

*The symbol (1 1 2).* The highest state is E² = e₊e₊. The lowering factors √(6 − M(M−1)) are 2, √6, √6, 2 for M = 2, 1, 0, −1:

L_−E² = √2(e₀e₊ + e₊e₀) = 2E¹
L_−E¹ = e₊e₋ + 2e₀e₀ + e₋e₊ = √6 E⁰
L_−E⁰ = (√2/√6)(3e₀e₋ + 3e₋e₀) = √3(e₀e₋ + e₋e₀) = √6 E⁻¹
L_−E⁻¹ = 2e₋e₋ = 2E⁻².

Thus

E¹ = (e₊e₀ + e₀e₊)/√2
E⁰ = (e₊e₋ + 2e₀e₀ + e₋e₊)/√6
E⁻¹ = (e₀e₋ + e₋e₀)/√2
E⁻² = e₋e₋.

Multiplication by (−1)^m₃/√5 gives the distinct entries of the symbol: 1/√5 for (1 1 −2), −1/√10 for (1 0 −1), 1/√30 for (1 −1 0) and 2/√30 = √(2/15) for (0 0 0).

The E^M are symmetric. They are also traceless: e₊·e₊, e₋·e₋ and e_±·e₀ vanish, while e₊·e₋ = −1 makes the trace of E⁰ equal to (−1 + 2 − 1)/√6 = 0. Conjugating each vector and using the symmetry of the coefficients under reversal of all m,

E^M* = (−1)^M E^−M.  (4)

Insert the 3j symbol into S₂. The sum over m₁ and m₂ forms E^−M contracted with a and b:

S₂ = (1/√5) Σ_M (−1)^M (Σ_ij E^−M_ij a_i b_j) Q_M.  (5)

With (4) and the definition of Q_M, the coefficient of a_i b_j Q_kl is

(1/√5) Σ_M E^M_ij* E^M_kl.

The five E^M are orthonormal. Symmetric 3×3 tensors have six independent components and the trace condition removes one, so the E^M span the whole symmetric traceless space. The sum over M is then the complex conjugate of the orthogonal projector on that space. This projector is P, because

Σ_kl P_ij,kl X_kl = ½(X_ij + X_ji) − ⅓ δ_ij Σ_k X_kk

is symmetric and traceless, and what it removes from X, an antisymmetric part and a multiple of δ_ij, is orthogonal to every symmetric traceless tensor. P is real, so the conjugation has no effect:

(1 1 2) → P_ij,kl/√5,  S₂ = Σ_ij a_i Q_ij b_j/√5.  (6)

The column with angular momentum 2 thus becomes a pair of Cartesian indices. If a general tensor X is supplied in place of Q, its antisymmetric part and its trace do not contribute.

*What the phases mean.* Suppose all components are formed with conjugated basis tensors instead. The 3j symbols are real, so each Cartesian tensor is replaced by its complex conjugate: (2) and (6) stay the same and (3) changes sign. The phases also depend on the choice of basis. If every e_m is multiplied by i, the ladder relations still hold. S₀ acquires i² = −1 and S₁ acquires i³ = −i. S₂ acquires i² from the two vectors and another i² from E^M, hence +1. The factors then become +1/√3, +1/√6 and +1/√5. The magnitudes are the same in both bases, while the minus sign in (2) and the i in (3) belong to the basis stated in the problem.

The three sums are invariant under rotations. Inversion is a separate matter: for three polar vectors S₁ changes sign, as a triple product does.

*Splitting a product of two vectors.* All nine coupled states |L M⟩ together form an orthonormal basis for the dyads. Let K_L be the projector on the states of given L, so that

K₀ + K₁ + K₂ = δ_ik δ_jl.

Leave the third index of the 3j symbol spherical and transform the first two. The result is (−1)^m₃/√(2L+1) times the dyad |L −m₃⟩. Multiplying it by its conjugate, summing over m₃ and multiplying by 2L+1 gives K_L. The sum over m₃ may be replaced by a sum over Cartesian indices, because the third transformation also preserves scalar products. From (2), (3) and (6),

K₀ = ⅓ δ_ij δ_kl
K₁ = 3·(1/6) Σ_n ε_ijn ε_kln = ½(δ_ik δ_jl − δ_il δ_jk)
K₂ = 5·(1/5) Σ_mn P_ij,mn P_kl,mn = P_ij,kl.

The last step uses the symmetry of P and P² = P. Applied to a_i b_j, the projectors give

a_i b_j = ⅓ δ_ij a·b + ½(a_i b_j − a_j b_i) + [½(a_i b_j + a_j b_i) − ⅓ δ_ij a·b].

The parts are mutually orthogonal, so their squared norms add up to |a|²|b|²:

L = 0: (a·b)²/3
L = 1: ½[|a|²|b|² − (a·b)²] = ½|a×b|²
L = 2: ½[|a|²|b|² + (a·b)²] − (a·b)²/3.

For parallel vectors the L = 1 part vanishes. For perpendicular vectors the L = 0 part vanishes and the other two are equal.

*A numerical case.* Take the dimensionless vectors a = (1, 2, 2), b = (2, 0, 1), c = (1, 1, 2), and let Q_ij = c_i c_j − ⅓|c|² δ_ij. The definition of spherical components gives

a₊ = −0.7071 − 1.4142i,  a₀ = 2,  a₋ = 0.7071 − 1.4142i
b₊ = −1.4142,  b₀ = 1,  b₋ = 1.4142
c₊ = −0.7071 − 0.7071i,  c₀ = 2,  c₋ = 0.7071 − 0.7071i.

For L = 0, the products are a₊b₋ = −1 − 2i, a₀b₀ = 2 and a₋b₊ = −1 + 2i. The symbol weights them with 0.57735, −0.57735 and 0.57735:

S₀ = 0.57735 (−1 − 2i − 2 − 1 + 2i) = −2.3094.

The Cartesian side has a·b = 2 + 0 + 2 = 4, and −4/√3 is the same number.

For L = 1, expand the determinant D along the row of a:

a₊(b₀c₋ − b₋c₀) = ½(−1 − 2i)(−3 − i) = ½(1 + 7i)
−a₀(b₊c₋ − b₋c₊) = −2(2i) = −4i
a₋(b₊c₀ − b₀c₊) = ½(1 − 2i)(−3 + i) = ½(−1 + 7i).

The total is D = 3i, so S₁ = −3i/√6 = −1.2247i. On the Cartesian side b×c = (−1, −3, 2) and a·(b×c) = −1 − 6 + 4 = −3, which in (3) gives the same value.

For L = 2, the trace term in Q drops out of Q_M because E^M is traceless. Then Q_±2 = c_±², Q_±1 = √2 c_± c₀ and Q₀ = 2(c₀² + c₊c₋)/√6, so that

Q₂ = i,  Q₁ = −2 − 2i,  Q₀ = 2.4495 = √6,  Q₋₁ = 2 − 2i,  Q₋₂ = −i.

Write (ab)_M for E^M contracted with a and b. The tensors listed above give

(ab)₂ = 1 + 2i,  (ab)₁ = −½(5 + 2i),  (ab)₀ = 2/√6
(ab)₋₁ = ½(5 − 2i),  (ab)₋₂ = 1 − 2i.

The terms (−1)^M (ab)_−M Q_M in (5), for M = 2 down to −2, are

(2 + i) + (7 + 3i) + 2 + (7 − 3i) + (2 − i) = 20.

Hence S₂ = 20/√5 = 8.9443. In Cartesian form, a·c = 7, b·c = 4 and |c|² = 6, so Σ a_i Q_ij b_j = 7·4 − (6/3)·4 = 20, in agreement.

For the splitting of a_i b_j, a×b = (2, 3, −4) has squared length 29. The squared norms are

L = 0: 16/3 = 5.333
L = 1: 29/2 = 14.5
L = 2: ½(45 + 16) − 16/3 = 25.167.

They add up to |a|²|b|² = 9·5 = 45. The numerical check compares the complete Cartesian tensors, as well as these sums.

**Comparison of estimate and exact result**

For the first two symbols the estimate gives the exact magnitudes, 1/√3 = 0.5774 and 1/√6 = 0.4082. The reason is that all nonzero entries of δ_ij have the same magnitude, and so do those of ε_ijk. The unit norm then leaves a phase as the one unknown, and the exact calculation supplies it: −1 for the delta and +i for the Levi-Civita tensor.

For the third symbol the entries of P/√5 are unequal:

xx,xx: (2/3)/√5 = 0.2981
xx,yy: −(1/3)/√5 = −0.1491
xy,xy: (1/2)/√5 = 0.2236.

Their squares are 4/45, 1/45 and 1/20, against the single estimate 1/21. Relative to that estimate, the exact squares are larger by the factor 28/15, smaller by the factor 7/15, and larger by the factor 21/20. The estimate is the correct mean square over the nonzero entries, since

3·(4/45) + 6·(1/45) + 12·(1/20) = 1,

but it cannot resolve how the norm is distributed among them.

Counting dimensions instead of entries removes this defect. The squared norm of an orthogonal projector equals the dimension of the space it projects on, which is 5 for P. The magnitude of the factor must then be 1/√5, as found in (6). The norm argument therefore fixes all three magnitudes once the form of the tensor is known. It gives neither the form nor the phase; in this solution both came from the coupling calculation, and the phases depend on the chosen basis. The signs in (2) and (3) also depend on the Condon–Shortley sign convention for the coupled state. The sign in (6) does not, because reversing the sign of the L = 2 coefficients reverses both the symbol and E^M.

Values computed for the example and the checks

```
3j (1 1 0; 1 -1 0) = 0.577350 (dimensionless)
3j (1 1 0; 0 0 0) = -0.577350 (dimensionless)
3j (1 1 1; 1 0 -1) = -0.408248 (dimensionless)
3j (1 1 2; 1 1 -2) = 0.447214 (dimensionless)
3j (1 1 2; 1 0 -1) = -0.316228 (dimensionless)
3j (1 1 2; 1 -1 0) = 0.182574 (dimensionless)
3j (1 1 2; 0 0 0) = 0.365148 (dimensionless)
det U, rows +1,0,-1 = 0.000000 -1.000000 i (dimensionless)
Cartesian (1 1 0), xx = -0.577350 (dimensionless)
Cartesian (1 1 1), xyz = 0.000000 +0.408248 i (dimensionless)
Cartesian (1 1 2), xx,xx = 0.298142 (dimensionless)
Cartesian (1 1 2), xx,yy = -0.149071 (dimensionless)
Cartesian (1 1 2), xy,xy = 0.223607 (dimensionless)
vector a = [1.0, 2.0, 2.0] (dimensionless)
vector b = [2.0, 0.0, 1.0] (dimensionless)
vector c = [1.0, 1.0, 2.0] (dimensionless)
a_m, m=+1 = -0.707107 -1.414214 i (dimensionless)
a_m, m=+0 = 2.000000 (dimensionless)
a_m, m=-1 = 0.707107 -1.414214 i (dimensionless)
b_m, m=+1 = -1.414214 (dimensionless)
b_m, m=+0 = 1.000000 (dimensionless)
b_m, m=-1 = 1.414214 (dimensionless)
c_m, m=+1 = -0.707107 -0.707107 i (dimensionless)
c_m, m=+0 = 2.000000 (dimensionless)
c_m, m=-1 = 0.707107 -0.707107 i (dimensionless)
Q_M, M=+2 = 0.000000 +1.000000 i (dimensionless)
Q_M, M=+1 = -2.000000 -2.000000 i (dimensionless)
Q_M, M=+0 = 2.449490 (dimensionless)
Q_M, M=-1 = 2.000000 -2.000000 i (dimensionless)
Q_M, M=-2 = 0.000000 -1.000000 i (dimensionless)
a.b = 4.000000 (dimensionless)
a.(b x c) = -3.000000 (dimensionless)
a.Q.b = 20.000000 (dimensionless)
3j sum (1 1 0) = -2.309401 (dimensionless)
3j sum (1 1 1) = 0.000000 -1.224745 i (dimensionless)
3j sum (1 1 2) = 8.944272 (dimensionless)
squared norm of L=0 part of a(x)b = 5.333333 (dimensionless)
squared norm of L=1 part of a(x)b = 14.500000 (dimensionless)
squared norm of L=2 part of a(x)b = 25.166667 (dimensionless)
|a|^2 |b|^2 = 45.000000 (dimensionless)
```
